# Axial magnetic flux and the gap of a metallic carbon nanotube

**Q.** You say that a magnetic field along a carbon nanotube changes it from a metal to an insulator. The field lies parallel to the wall. An electron confined to the wall meets no normal field, so what could act on it?

**A.** The flux enclosed by its path. To see what that does, I need the electron states of the flat sheet first.

Take graphene with one \(\pi\) orbital per atom, nearest-neighbour hopping \(-t\) with \(t>0\), and lattice constant \(a\). The bond length is \(b=a/\sqrt3\). The three bonds from an A atom to its B neighbours are \(b(0,1)\) and \(b(\pm\sqrt3/2,-1/2)\). Adding their Bloch phases gives the matrix element between the sublattices,

\[
h(\mathbf k)=-t\left[e^{ik_yb}+2e^{-ik_yb/2}\cos\frac{k_xa}{2}\right],
\]

and the energies are \(E=\pm|h|\). The element vanishes at \(k_y=0\), \(\cos(k_xa/2)=-1/2\), for example at \(\mathbf K=(4\pi/3a,0)\) and at \(-\mathbf K\). These two Dirac points are called valleys.

Write \(\mathbf k=\mathbf K+\mathbf q\) and keep first order in \(\mathbf q\):

\[
2\cos\!\left(\frac{2\pi}{3}+\frac{q_xa}{2}\right)\simeq-1-\frac{\sqrt3}{2}aq_x .
\]

The bracket in \(h\) becomes

\[
(1+iq_yb)+\left(1-\frac{iq_yb}{2}\right)\left(-1-\frac{\sqrt3}{2}aq_x\right)
\simeq-\frac{\sqrt3}{2}aq_x+\frac{3i}{2}bq_y .
\]

Since \(3b/2=\sqrt3a/2\),

\[
h\simeq\hbar v_F(q_x-iq_y),\qquad \hbar v_F=\frac{\sqrt3}{2}at,\qquad E=\pm\hbar v_F|\mathbf q| .
\]

The neutral sheet has its Fermi level at \(E=0\), where the cones touch.

**Q.** That is a sheet. Rolling it up restricts the wavevectors, and the restriction might miss the Dirac point even without a field.

**A.** In two thirds of the possible index classes it does. Let the circumference be the lattice vector \(\mathbf C=n\mathbf a_1+m\mathbf a_2\), with \(\mathbf a_1=a(1,0)\), \(\mathbf a_2=a(1/2,\sqrt3/2)\) and \(|\mathbf C|=2\pi R\). A single-valued wave needs \(\mathbf k\cdot\mathbf C=2\pi\mu\), with \(\mu\) an integer. This rule, applied to the flat-sheet bands, is zone folding. From \(\mathbf K\cdot\mathbf a_1=4\pi/3\) and \(\mathbf K\cdot\mathbf a_2=2\pi/3\),

\[
\mathbf q\cdot\mathbf C=2\pi\mu-\frac{2\pi(2n+m)}{3}
=2\pi\left(\mu-n+\frac{n-m}{3}\right).
\]

If \(n-m\) is a multiple of 3, the component of \(\mathbf q\) around the tube is \(q_\perp=j/R\) with integer \(j\). The value zero is allowed, and the tube is metallic in this model. Otherwise \(q_\perp=(j\pm1/3)/R\), with opposite signs in the two valleys, and the tube is semiconducting.

**Q.** Now add the field. I can change the vector potential by a gauge transformation, so why should it shift anything measurable?

**A.** Its line integral around the tube cannot be removed, because it equals the flux \(\Phi\). In a symmetric gauge the potential on the wall is \(A_\varphi=\Phi/(2\pi R)\). For an electron of charge \(-e\), the momentum \(\hbar q_\perp\) is replaced by \(\hbar q_\perp+eA_\varphi\). With \(\Phi_0=h/e\) and \(f=\Phi/\Phi_0\),

\[
\frac{eA_\varphi}{\hbar}=\frac{e\Phi}{2\pi\hbar R}=\frac{e\Phi}{hR}=\frac fR,
\qquad q_\perp=\frac{j+f}{R}.
\]

On the lattice, the same potential gives each hop a phase proportional to its arc length, which is again a shift of the wavevector.

You may remove \(A_\varphi\) locally. If \(\psi(\theta)\) is the wave at angle \(\theta\), set \(\psi=e^{-if\theta}\chi\). Then

\[
\left(-i\frac{\partial}{\partial\theta}+f\right)\psi
=e^{-if\theta}\left(-i\frac{\partial\chi}{\partial\theta}\right),
\qquad \chi(\theta+2\pi)=e^{2\pi if}\chi(\theta).
\]

The flux has moved into the boundary condition. It disappears from there when \(f\) is an integer, so the spectrum has period \(h/e\).

**Q.** Then what is the gap? I want the factor of two traced.

**A.** For axial wavevector \(q_\parallel\), the subbands of a metallic tube are

\[
E=\pm\hbar v_F\sqrt{q_\parallel^2+\frac{(j+f)^2}{R^2}} .
\]

Each upper subband has its minimum at \(q_\parallel=0\). The lowest edge is \(+\hbar v_Fd/R\), where \(d=\min_j|j+f|\) is the distance from \(f\) to the nearest integer. The highest filled edge lies at minus this energy. Their separation is

\[
E_g=\frac{2\hbar v_F}{R}\,d .
\]

For \(0\le f\le1/2\), \(d=f\) and the gap grows linearly. At half a flux quantum it is

\[
E_g(\Phi_0/2)=\frac{2\hbar v_F}{R}\cdot\frac12=\frac{\hbar v_F}{R}.
\]

Each edge is then only \(\hbar v_F/(2R)\) from neutrality. Beyond this point \(d=1-f\), because the subband \(j=-1\) is now nearer the Dirac point than \(j=0\). The gap falls and closes at \(f=1\), so the half-quantum value is the maximum of a triangle wave.

**Q.** A linear response to the field suggests a magnetic moment. Where is it in a tube that has none at zero field?

**A.** There are two opposite moments. For a uniform field \(B\), \(\Phi=\pi R^2B\), and the initial slope is

\[
\frac{dE_g}{dB}=\frac{2\hbar v_F}{R}\,\frac{\pi R^2e}{h}=ev_FR .
\]

Just above zero flux, a band-edge electron circles the tube at speed \(v_F\). Its current has magnitude \(ev_F/(2\pi R)\) and encloses area \(\pi R^2\), so its moment has magnitude \(ev_FR/2\). The two band edges circulate in opposite senses. One rises and the other falls, each at the rate \(ev_FR/2\), which makes \(ev_FR\) in all.

**Q.** You replaced the bands by cones. Perhaps the straight line belongs to the cones and not to the tube.

**A.** The straight line is the leading behaviour for \(R\gg a\), and the corrections can be found from the full \(h\). With \(c=\cos(k_xa/2)\) and \(\alpha=\sqrt3k_ya/2\),

\[
\frac{|h|^2}{t^2}=1+4c^2+4c\cos\alpha=(2c+\cos\alpha)^2+\sin^2\alpha .
\]

In an armchair tube \((n,n)\) the circumference \(n(\mathbf a_1+\mathbf a_2)\) has length \(\sqrt3na\) and lies 30° from \(x\). Rotating by 60°, which leaves the energy bands unchanged, brings it along \(y\). Quantization with flux gives \(\alpha=\pi(\mu+f)/n\). The axial wavevector can always make \(2c=-\cos\alpha\), leaving \(|h|=t|\sin\alpha|\). Hence

\[
E_g=2t\sin\frac{\pi d}{n}.
\]

For large \(n\) this is \(2\pi td/n\). Inserting \(R=\sqrt3na/2\pi\) into \(2\hbar v_Fd/R\) gives the same expression.

In a metallic zigzag tube \((N,0)\), with \(N\) a multiple of 3, the circumference runs along \(x\) and \(Na=2\pi R\). Near the Dirac points \(c<0\), so the minimum over \(k_y\) lies at \(k_y=0\), where \(|h|=t|1+2c|\). Take \(0<f\le1/2\). The nearest subbands have \(k_xa/2=\pm2\pi/3+\delta\), with \(\delta=\pi f/N=af/2R\), and

\[
1+2\cos\!\left(\pm\frac{2\pi}{3}+\delta\right)
=1-\cos\delta\mp\sqrt3\sin\delta
\simeq\frac{\delta^2}{2}\mp\sqrt3\,\delta .
\]

The upper sign has the smaller magnitude, \(\sqrt3\delta[1-\delta/(2\sqrt3)]\), and sets the gap. Relative to the cone result, the gap is lower by the fraction \(af/(4\sqrt3R)\) at leading order. This is trigonal warping: the energy contours around each Dirac point are not quite circles.

**Q.** Give me numbers. What field do you need?

**A.** That depends strongly on the radius. I take \(t=2.7\) eV and \(a=0.246\) nm, which are reasonable round values for graphene. They give \(\hbar v_F=0.5752\) eV nm, or \(v_F=8.74\times10^5\) m/s.

A \((10,10)\) tube has \(R=0.678\) nm. Half a flux quantum would need 1431 T. The gap there would be 0.848 eV from the cones and 0.845 eV from the sine formula.

The outer shell of a multiwall tube about 30 nm across is more practical. Let it be a \((221,221)\) armchair shell:

\[
R=\frac{\sqrt3(221)(0.246\ \text{nm})}{2\pi}=14.99\ \text{nm},
\qquad
\frac{\Phi_0}{\pi R^2}=5.86\ \text{T}.
\]

Half a quantum needs 2.93 T, and the gap is

\[
E_g=\frac{0.5752\ \text{eV nm}}{14.99\ \text{nm}}=38.4\ \text{meV}.
\]

I also diagonalized the 884-atom unit cell of this shell numerically. The flux entered only as a phase \(2\pi f\) on bonds crossing one line along the tube. The minimum gap near the Dirac point was again 38.4 meV.

The initial slope is 13.1 meV/T. The gap is 13.1 meV at 1 T and 26.2 meV at 2 T. Past the maximum it is 24.4 meV at 4 T and 11.3 meV at 5 T.

**Q.** You have left out spin, and a rolled sheet is not flat. Either could spoil a gap of tens of meV.

**A.** Neither does at this radius. Spin moves the levels by \(\pm g\mu_BB/2\), with \(g\) the electron g factor and \(\mu_B\) the Bohr magneton. The lowest empty level of one spin approaches the highest filled level of the other by \(g\mu_BB=0.34\) meV at half flux. That is about 1% of the gap.

Curvature tilts neighbouring \(\pi\) orbitals. As a size estimate, multiply each hopping by the cosine of the angle between the wall normals at its ends. In a zigzag tube the axial bond keeps \(t\), while the two slanted bonds, each spanning an arc \(a/2\), have

\[
t'=t\cos\frac{a}{2R}\simeq t\left(1-\frac{a^2}{8R^2}\right).
\]

At the old Dirac point \(|h|=|t+2t'\cos(2\pi/3)|=t-t'\), so the zero-flux gap is

\[
2(t-t')\simeq\frac{ta^2}{4R^2}=0.18\ \text{meV}
\]

for a zigzag shell of this radius. A small flux adds \(\mp\sqrt3t\delta\) to the offset \(t-t'\) in the two valleys. One valley therefore closes before it reopens, and the linear law is a good approximation only well above that small flux. Tilted neighbours also overlap slightly head-on, and they mix with \(\sigma\) orbitals. Both effects are of the same order in \(1/R^2\) and are omitted here. They cancel much of the misalignment term: tight binding with all four \(s\) and \(p\) orbitals gives roughly 0.02 to 0.07 meV at this radius, depending on the parameters. So 0.18 meV is an overestimate of the scale, not a prediction.

The armchair shell stays gapless at zero flux in this estimate. Its circumferential bond has hopping \(t_1\) and the other two have equal hoppings \(t_2\). At the allowed value \(k_y=0\), \(t_1+2t_2\cos(k_xa/2)\) still vanishes at a slightly shifted axial wavevector.

Warping would lower the half-flux gap of a zigzag shell by 0.12%. A rough mean free path of 1 µm broadens the levels by \(\hbar v_F/(1000\ \text{nm})=0.58\) meV.

**Q.** And the repulsion between electrons?

**A.** That is the serious reservation. The bare Coulomb energy at distance \(R\) is \(e^2/(4\pi\varepsilon_0R)=96\) meV, which exceeds the gap. Inner shells, contacts and the surroundings screen it by an amount this model does not supply. So 38 meV is a one-electron gap and need not equal a measured activation energy.

**Q.** Suppose I accept the gap. Does a wire stop conducting?

**A.** It depends on temperature, length and Fermi level \(\mu_F\), measured from neutrality. First take a long ballistic shell with perfect contacts. Two spins and two valleys give each subband the conductance unit \(4e^2/h=155\) µS. With \(F(x)=1/(1+e^{x/k_BT})\) and \(E_j=\hbar v_F|j+f|/R\), an upper subband contributes

\[
\int_{E_j}^{\infty}\left[-\frac{\partial F(E-\mu_F)}{\partial E}\right]dE=F(E_j-\mu_F).
\]

A lower subband contributes \(1-F(-E_j-\mu_F)=F(E_j+\mu_F)\). Therefore

\[
G=\frac{4e^2}{h}\sum_j\left[F(E_j-\mu_F)+F(E_j+\mu_F)\right].
\]

At 4.2 K, \(k_BT=0.362\) meV. A neutral shell has \(G=155\) µS at zero flux. At half flux the nearest edges are 19.2 meV away, some 53 times \(k_BT\), and the sum gives \(6\times10^{-21}\) µS. In practice that means thermal activation is negligible, and a larger leakage by some other route would hide it.

**Q.** Tunnelling, for instance. A wire has ends.

**A.** Consider a threaded length \(L\) joined to unthreaded ends, with \(0\le f\le1/2\). This is an idealization, since real field lines must spread where the field ends. Let \(y\) run along the tube and \(\kappa=f/R\). At \(E=0\) the \(j=0\) equation, with Pauli matrices acting on the two sublattices, is

\[
\left(\sigma_x\kappa-i\sigma_y\frac{d}{dy}\right)\psi=0
\quad\Rightarrow\quad
\frac{d\psi}{dy}=-\kappa\sigma_z\psi .
\]

The second form follows on multiplying by \(i\sigma_y\) and using \(\sigma_y\sigma_x=-i\sigma_z\). The components vary as \(e^{-\kappa y}\) and \(e^{+\kappa y}\). Outside, \(\kappa=0\), and the right- and left-moving waves are \((1,i)\) and \((1,-i)\). With reflected amplitude \(r\) and transmitted amplitude \(\tau\), matching at both ends gives

\[
(1+r)e^{-\kappa L}=\tau,\qquad(1-r)e^{\kappa L}=\tau .
\]

Solve for \(1+r\) and \(1-r\) and add: \(2=2\tau\cosh\kappa L\). The transmission is \(|\tau|^2=1/\cosh^2(fL/R)\).

At half flux the amplitude decay length is \(2R=30\) nm. A 100 nm segment transmits \(5\times10^{-3}\), or about 0.8 µS after multiplication by \(4e^2/h\). A 1 µm segment transmits \(4\times10^{-29}\) at \(E=0\), so little that even the tiny thermal current is larger. A short segment therefore leaks measurably even when thermal activation is frozen out.

**Q.** Chips run near room temperature, and their wires are rarely neutral.

**A.** Both facts weaken the effect. At 300 K, \(k_BT=25.9\) meV exceeds the distance from neutrality to either edge. With \(\mu_F=0\), the ballistic formula gives 309 µS at zero flux and 279 µS at half flux, a drop of about 10%. The zero-flux value is twice the cold one because heat puts electrons into higher subbands and holes into lower ones.

Now return to 4.2 K and hold \(\mu_F=100\) meV, a rough doping shift, in both cases. At zero flux the edges are at multiples of 38.4 meV. Five subbands, \(j=0,\pm1,\pm2\), lie below the Fermi level and give 775 µS. At half flux the edges come in pairs at 19.2, 57.6 and 96.0 meV. Six subbands now conduct and give 930 µS. The gap still exists, but the flux has raised the conductance. The sign of the change depends on the Fermi level: at \(\mu_F=90\) meV the count would go from five subbands to four, and the conductance would fall. This holds \(\mu_F\) fixed. If the charge on the shell is fixed instead, \(\mu_F\) rises from 90 to about 96 meV, where it meets the next pair of edges, and the conductance stays near 780 µS. With both heat and doping, at 300 K and \(\mu_F=100\) meV, the formula gives 818 µS at zero flux and 816 µS at half flux, so the effect almost vanishes.

**Q.** And the other shells of the multiwall tube?

**A.** They feel the same field but enclose less flux. A shell 0.34 nm further in has \(f=0.478\) when the outer shell has \(f=1/2\). If metallic, its gap is 37.5 meV. A semiconducting shell has \(q_\perp=(j+f\pm1/3)/R\). At the outer radius its gap is \(2\hbar v_F/(3R)=25.6\) meV at zero flux. At half flux the nearest \(q_\perp\) is \(1/(6R)\), and the gap is \(\hbar v_F/(3R)=12.8\) meV. In between, the gap closes completely at \(f=1/3\), where \(q_\perp=0\) in one valley, and then reopens. A field that opens a gap in one kind of shell can therefore remove it in the other.

**Q.** So what should someone building nanotube interconnects take from this?

**A.** Tubes about 30 nm across are realistic, and a few tesla is available from a laboratory magnet, though far above the field in ordinary circuitry. The mean free path of 1 µm is optimistic for a disordered multiwall tube. The switching effect also relies on neutrality: with the doping shift above, the cold ballistic result changes from near-complete blocking to a 20% rise. Contact resistance and scattering would alter all these conductances. Within this model, blocking the current at half flux needs a cold, nearly neutral shell, a threaded length much greater than \(2R\), and no other conducting shell in parallel.

All numerical values are calculated from the stated model.
